Pinch-off of a small low-barrier contact on a semiconductor photoelectrode

An n-type photoelectrode fills the half-space z > 0. Electrons that reach its surface are lost to recombination, and a surface barrier holds them back. The barrier is φ_H everywhere except on a flat disc of radius R, such as the footprint of a catalyst island, where it is φ_L = φ_H − Δ with Δ > 0. A wide disc would let electrons leave over φ_L. A narrow one may be shielded by its surroundings: electrons coming from the bulk then meet a potential hill in front of the disc that is higher than the disc's own barrier. The disc is called pinched off when such a hill exists. The problem is to find when this happens, and how high the hill is.

Conventions. U is the energy of the conduction-band edge, measured from its value in the neutral bulk. Energies are in eV and potentials in V, so that a potential difference and the corresponding electron energy have the same number; kT is also in eV. The donor density is N, the permittivity ε, and

a = qN/ε.

The band bending of the surroundings is V. The disc and its surroundings share one Fermi level, from which both barriers are measured. The bulk band edge lies φ_n above the bulk electron Fermi level, and a photovoltage V_ph raises that level above the contact's. Hence

φ_H = V + V_ph + φ_n.

The barriers are held fixed under illumination, so light lowers V by V_ph and leaves Δ unchanged. We take V > Δ, so that the surface under the disc is also depleted.

**(a) Find the band profile and the surface field without the disc.**

In the depletion layer the charge density is qN. Poisson's equation for the electrostatic potential has −qN/ε on its right side. The electron's energy has the opposite sign to the potential, so

d²U₀/dz² = a.

At the depletion edge z = W both U₀ and its slope vanish. Two integrations give

U₀ = a(z − W)²/2.

At the surface U₀ = V, hence V = aW²/2 and

W = √(2V/a),
U₀ = V(1 − z/W)².

The slope at the surface is −aW. Its magnitude is the surface field

F = aW = 2V/W = √(2aV).

The energy falls from the surface into the bulk. An electron arriving from the bulk therefore climbs all the way to the surface.

**(b) Find the potential added by the disc.**

As long as the donor charge is unchanged, Poisson's equation is linear and U = U₀ + u. The added part u obeys Laplace's equation, equals −Δ on the disc and vanishes on the rest of the surface. For R ≪ W we first let u vanish at infinity.

A dipole layer has these properties. Let a sheet on the disc carry a dipole moment τ per unit area, normal to the surface. An element dA seen from distance d at angle θ to the normal produces the potential

τ dA cosθ/(4πεd²) = τ dΩ/(4πε),

where dΩ is the solid angle of the element. The sheet lies just in front of a conducting surface, whose image of a normal dipole is an equal, parallel dipole. This doubles the potential to τΩ/(2πε). Just above the disc Ω = 2π, so the potential there is τ/ε. In the surface plane outside the disc Ω = 0. Choosing the sign and size of τ to give the energy −Δ on the disc,

u = −ΔΩ/(2π).

This satisfies Laplace's equation and the boundary values, which fix the solution. On the axis cosθ = z/d, and

Ω = ∫₀ᴿ 2πρz dρ/(ρ² + z²)^{3/2} = 2π[1 − z/√(z² + R²)].

The energy on the axis is therefore

U(z) = V(1 − z/W)² − Δ[1 − z/√(z² + R²)].

The depletion edge corrects this slightly. Let the disc move the edge from W to W + δ. There U and its slope must vanish. The background contributes U₀ = aδ²/2, which is of second order, so to first order u = 0 at z = W. The slope condition, aδ + ∂u/∂z = 0, then fixes δ.

To make u vanish at both z = 0 and z = W, repeat the dipole layer, with the same orientation, at z = 2nW for every integer n. Contributions cancel in pairs on each plane, leaving −Δ on the disc from the layer at z = 0. A layer at axial distance x adds the slope ΔR²/(x² + R²)^{3/2}, with the same sign on either side. At the disc the total is

u′(0) = (Δ/R)[1 + 2 Σ_{n≥1} (1 + 4n²W²/R²)^{−3/2}].

For R ≪ W each term in the sum becomes R³/(8n³W³), so

u′(0) ≈ (Δ/R)[1 + ζ(3)R³/(4W³)], ζ(3) = Σ 1/n³.

The correction is of third order in R/W and is left out until part (f).

**(c) Show that the highest point on the axis decides whether electrons can reach the disc.**

Consider a plane at fixed depth z and a point in it at distance ρ from the axis. The background U₀ is constant in this plane, so it suffices to know how Ω varies. Write Ω as the integral over the disc of

K = z/(b² + z²)^{3/2},

where b is the lateral distance from the point to the disc element. Moving the point outwards changes Ω at the rate

dΩ/dρ = −∮ K cosθ R dθ.

This follows by turning the derivative with respect to the point into one with respect to the disc element, and then into an integral over the rim; θ is measured from the direction of the point. Pair the rim elements at θ and π − θ. The element with cosθ > 0 is nearer and has the larger K, so the integral is positive. Hence Ω falls with ρ, and U rises with ρ: the axis is the lowest place in each plane.

Suppose that U on the axis is largest at an interior depth z_s. Any path from the deep bulk to the disc crosses the plane z = z_s, where it must reach at least U(z_s). The path along the axis reaches exactly that energy and no more. Thus U(z_s) is the lowest possible pass, and the point is a saddle: a maximum along z and a minimum sideways. If the axial maximum lies at z = 0 instead, the disc is open and its barrier is φ_L.

**(d) Find the radius at which the disc becomes pinched off.**

At the disc the axial slope is

U′(0) = −2V/W + Δ/R = Δ/R − F.

If it is positive, the energy rises on leaving the disc, so there is a hill in front of it. This happens for

R < R_c, R_c = Δ/F = ΔW/(2V) = Δ√(ε/(2qNV)).

The disc pulls the band down by Δ over a depth of order R, which gives the reversed field Δ/R. Pinch-off occurs when this field exceeds the field F of the surroundings.

A positive initial slope is sufficient, but is it necessary? Put s = z/W and r = R/W. Since U(0) = V − Δ,

U(z) − U(0) = V(−2s + s²) + Δs/√(s² + r²).

Dividing by s > 0 shows that a point higher than the disc exists if, for some s between 0 and 1,

Δ/V > f(s), f(s) = (2 − s)√(s² + r²).

The derivative is

f′ = [−(s² + r²) + (2 − s)s]/√(s² + r²) = (2s − 2s² − r²)/√(s² + r²).

For r < 1/√2, f falls to a minimum at

s₁ = [1 − √(1 − 2r²)]/2,

rises to a maximum and falls again towards s = 1. The end value f(1) = √(1 + r²) exceeds 1, whereas Δ/V < 1, so the end cannot satisfy the condition. The onset is therefore Δ/V = f(s₁). For r ≥ 1/√2, f falls throughout to f(1) > 1, and the disc is open within this approximation, which is meant for small r.

For small r, s₁ ≈ r²/2, and

f(s₁) ≈ (2 − r²/2) r√(1 + r²/4) ≈ 2r(1 − r²/4)(1 + r²/8) ≈ 2r(1 − r²/8).

The leading term reproduces R_c. The next one says that the hill appears at a radius larger than R_c by the fraction r²/8. In that narrow window the energy first dips on leaving the disc and then rises above it, because the background field weakens with depth.

**(e) Find the barrier of a pinched-off disc, and its two limits.**

Let the saddle lie at z_s ≪ W. The background field is then nearly uniform, and

U ≈ V − Fz − Δ[1 − z/√(z² + R²)].

Setting the slope to zero gives ΔR²/(z² + R²)^{3/2} = F. With F = Δ/R_c this becomes

(1 + z_s²/R²)^{3/2} = R_c/R.

Define w = (R/R_c)^{2/3}. Then 1 + z_s²/R² = 1/w, and

z_s = R√(1/w − 1),
z_s/√(z_s² + R²) = √(1 − w).

Since R/R_c = w^{3/2}, the field term is

Fz_s = Δ(R/R_c)√(1/w − 1) = Δw√(1 − w).

Inserting both,

U(z_s) = V − Δ + Δ√(1 − w) − Δw√(1 − w) = V − Δ + Δ(1 − w)^{3/2}.

Adding V_ph + φ_n refers the energy to the contact's Fermi level:

φ_eff = φ_L + Δ[1 − (R/R_c)^{2/3}]^{3/2}, R < R_c.

Near onset, let R = R_c(1 − η) with η ≪ 1. Then w ≈ 1 − 2η/3, and the hill above the disc is Δ(2η/3)^{3/2}. In this uniform-field approximation it starts from zero with zero slope in η. With the full parabola the hill first appears at a finite depth, as found in part (d), so the barrier has no jump but a weak kink at onset.

For R ≪ R_c, (1 − w)^{3/2} ≈ 1 − 3w/2, and the lowering below the surroundings is

φ_H − φ_eff ≈ (3/2)Δ(R/R_c)^{2/3} = (3/2)(ΔR²F²)^{1/3}.

The saddle then lies at z_s ≈ (R²R_c)^{1/3}, far outside the disc compared with R. The cube root makes the lowering fade slowly as the disc shrinks. To reduce it to kT one needs 1 − (1 − w)^{3/2} = kT/Δ, or

R_h = R_c[1 − (1 − kT/Δ)^{2/3}]^{3/2}.

Being pinched off and being electrically hidden are thus different conditions.

**(f) How do mobile electrons change the critical radius?**

Electrons in the bulk make the depletion edge gradual. With Boltzmann statistics the one-dimensional equation is

U″ = a(1 − e^{−U/kT}).

Multiply by U′ and integrate from the bulk, where U = U′ = 0:

U′²/2 = a(U + kT e^{−U/kT} − kT).

At the surface U = V ≫ kT, the exponential is negligible, and F = √[2a(V − kT)]. The weaker field raises R_c by the fraction kT/(2V), to first order. Together with the two shifts found above,

R_c → R_c[1 + r²/8 + ζ(3)r³/4 + kT/(2V)], r = R_c/W.

All three favour pinch-off.

**(g) Apply the result to nickel islands on an n-type silicon photoanode, in the dark and at a photovoltage of 0.25 V.**

Take, as rough typical values, N = 3×10¹⁵ cm⁻³, φ_H = 0.85 eV for the oxidized surroundings and φ_L = 0.55 eV under the nickel, at 300 K. Then Δ = 0.30 eV and kT = 25.85 meV. The calculation uses a relative permittivity of 11.7 and an effective density of states N_c ≈ 2.8×10¹⁹ cm⁻³ for the conduction band. Boltzmann statistics in the neutral bulk, N = N_c e^{−φ_n/kT}, give φ_n = kT ln(N_c/N) = 0.236 eV. The dark band bending is

V = 0.85 − 0.236 = 0.614 V.

The depletion width is W = 514 nm, and

R_c = 0.30 × 514/(2 × 0.614) ≈ 126 nm (0.126 µm).

At 0.25 V photovoltage, V = 0.364 V and W = 396 nm, so R_c rises to 163 nm. The weaker surface field of the surroundings makes shielding easier.

For an island of 25 nm radius in the dark, w = (25/125.7)^{2/3} = 0.341, and

φ_eff = 0.55 + 0.30 × (1 − 0.341)^{3/2} = 0.711 eV.

The island is well inside the pinch-off range, yet its barrier remains 0.139 eV below that of the surroundings. The Boltzmann factor at the saddle is larger than at the surrounding surface by exp(0.139/0.02585), about 200. Under light the barrier is 0.731 eV. Keeping the full parabola gives 0.714 eV in the dark, with the saddle at 36 nm; the difference is the neglected term V(z_s/W)² ≈ 3 meV.

At 5 nm radius the dark barrier is 0.799 eV. The cube-root law gives a lowering of 0.052 eV, against 0.051 eV from the closed form. Lowering by no more than kT would need R_h = 1.8 nm, a size at which a continuum disc with a sharp edge is itself doubtful.

An island of 150 nm radius is open in the dark. Solving R = R_c for the band bending gives

V = εΔ²/(2qNR²) = 0.614 × (125.7/150)² = 0.431 V.

The leading-order criterion thus predicts pinch-off once the photovoltage exceeds about 0.18 V, with the barriers and doping held fixed. The shifts found in part (f) lower this threshold.

**(h) How far can these numbers be trusted?**

The axisymmetric Poisson–Boltzmann equation was solved on a grid for the same parameters, without superposition and without a sharp depletion edge. For R = 25 nm it gives barriers of 0.715 eV in the dark and 0.738 eV under light, against 0.711 and 0.731 eV from the closed form. The dark critical radius comes out as about 130 nm: bisection on the grid of the listed output gives 131 ± 0.6 nm, and the grid-converged value is 130.3 nm. The leading formula gives 126 nm. The three shifts, 0.75 %, 0.44 % and 2.11 %, raise it to 130 nm.

The 150 nm island confirms the change of state: the solution has no hill in the dark and one of 18.6 meV at 0.25 V. The closed form gives about 4 meV for that hill. Here R/W = 0.38, which is not small, and a hill near onset is a small remainder of two nearly cancelling fields. Applying the shifts of part (f) to the light value of R_c raises it to about 176 nm and the hill to about 10 meV, so they explain part of the gap. The first-order shifts fall short here: the Poisson–Boltzmann critical radius under light is about 185 nm. On the axis, the full parabola alone gives a hill of 9.7 meV, grounding the added potential at the depletion edge raises it to 11.9 meV, and replacing the parabola by the one-dimensional Boltzmann profile raises it to 17.0 meV. The closed form is suitable for small islands; near onset, in this example, it underestimates both the critical radius and the hill.

Several further effects can be sized, mostly for the 25 nm island in the dark:

- The image force lowers the saddle by 0.85 meV if the contact acts as a metal plane. Barriers that peak at the surface are lowered more: the surrounding one by about √(qF/(4πε)) = 17 meV, and that of the open 150 nm disc by 7 meV. If the whole surface acts as such a plane, the Boltzmann ratio of part (g) is roughly halved and R_h doubles to about 3.5 nm.
- Donors are discrete. For random positions above a grounded plane, the rms energy at the saddle is [q/(4πε)]√(4πNz_s) = 4.5 meV. This varies from island to island and is larger than the image-force shift at the saddle.
- Tunnelling near a parabolic barrier top multiplies the thermal current by about 1 + (ħω/kT)²/24, where ω is set by the curvature of the hill. With silicon's lightest electron mass, 0.19 of the free mass, ħω = 6.9 meV and the factor is 1.003. The heavier direction gives less. Sideways confinement at the saddle acts the other way and is also a fraction of a percent, so the net change is well below 1 %.
- Holes at the surrounding surface reach 0.24 of the donor density, but their sheet charge is about 0.5 % of the donors'. This assumes that the holes are in equilibrium with the contact; slow hole transfer under light would let more accumulate.
- The electrons are far from degenerate: N is about 10⁻⁴ of the band's effective density of states.
- The reversed field at the disc centre is 0.096 MV/cm. At 1 nm from an ideally sharp edge the field is about 1 MV/cm, above silicon's rough breakdown field of 0.3 MV/cm. The whole potential drop, however, is 0.614 V, too small to give a carrier the gap energy of about 1.1 eV needed to create a pair.
- At 330 K, with the barriers and doping fixed, R_c is 129 nm instead of 126 nm.

Real islands depart from the model more strongly through their barriers. The barrier under nickel depends on the interfacial oxide, and the surrounding layer may charge under illumination, so that it no longer shares the island's Fermi level. Either effect changes Δ. If φ_L alone changes by 0.05 eV, R_c changes by one sixth, or about 21 nm, which exceeds the corrections calculated above. The island's height and variations of the electrolyte double layer are also left out.

Neighbours matter when islands are close. For R ≪ d ≪ W, a second disc at distance d has solid angle πR²z/d³ near the first, and so adds the slope −ΔR²/(2d³). Relative to Δ/R this is −(R/d)³/2. Six neighbours at d = 4R weaken the reversed field at the disc by about 5 %, and so make pinch-off slightly harder. In the example 4R_c is close to W, where the depletion edge reduces this figure.

The barrier of a small island is more sensitive, because its saddle lies farther out. There the six neighbours add the energy −3ΔR²z/(d² + z²)^{3/2}. For R = 25 nm and d = 100 nm in the dark, this lowers the barrier by about 17 meV and nearly doubles the Boltzmann factor. In an extended hexagonal array of that spacing, islands farther out add about 11 meV more.

For isolated, flat islands with known barriers, the design condition is therefore R < Δ/F, evaluated at the operating photovoltage. As long as V > Δ there, which in the example means a photovoltage below 0.31 V, it ensures a hill in front of the island. Whether that hill is high enough depends on φ_eff, which the closed form underestimates in the example: by 4 to 7 meV at R = 25 nm, and by more near onset. The numerical output lists most of the values used in parts (g) and (h).

Values computed for the example and the checks

```
Donor density: 3.0e+15 cm^-3
Relative permittivity: 11.7 (no unit)
Temperature: 300 K
Thermal energy kT: 25.85 meV
High barrier phi_H: 0.85 eV
Low barrier phi_L: 0.55 eV
Barrier difference Delta: 0.30 eV
Bulk band edge above Fermi level: 0.236 eV
Photovoltage: 0.25 V
Band bending V, dark: 0.614 V
Depletion width W, dark: 514.3 nm
Surface field F, dark: 0.0239 MV/cm
Critical radius Rc, dark: 125.7 nm
Band bending V, light: 0.364 V
Depletion width W, light: 395.9 nm
Surface field F, light: 0.0184 MV/cm
Critical radius Rc, light: 163.3 nm
Closed-form barrier, R = 5 nm: dark 0.799 eV, light 0.807 eV
Closed-form barrier, R = 25 nm: dark 0.711 eV, light 0.731 eV
Closed-form barrier, R = 100 nm: dark 0.566 eV, light 0.594 eV
Closed-form barrier, R = 150 nm: dark 0.550 eV, light 0.554 eV
Cube-root-law lowering, R = 5 nm, dark: 0.0524 eV
Closed-form lowering, R = 5 nm, dark: 0.0509 eV
Full-parabola barrier, R = 25 nm, dark: 0.714 eV
Full-parabola barrier, R = 25 nm, light: 0.735 eV
Poisson-Boltzmann barrier, R = 25 nm, dark: 0.715 eV
Poisson-Boltzmann barrier, R = 25 nm, light: 0.738 eV
Saddle depth, R = 25 nm, dark: 36.1 nm
Radius for lowering by kT, dark: 1.77 nm
Band bending at pinch-off, R = 150 nm: 0.431 V
Photovoltage at pinch-off, R = 150 nm: 0.182 V
Poisson-Boltzmann hill, R = 150 nm, dark: 0.0 meV
Poisson-Boltzmann hill, R = 150 nm, light: 18.6 meV
Rc shift from parabola curvature: 0.75 %
Rc shift from depletion edge: 0.44 %
Rc shift from mobile electrons: 2.11 %
Rc with the three shifts, dark: 129.9 nm
Rc from Poisson-Boltzmann, dark: 131 nm
Bisection half-interval of that Rc: 0.6 nm
Image-force lowering at saddle: 0.85 meV
Random-donor rms energy at saddle: 4.54 meV
Barrier-top quantum, lightest mass: 6.94 meV
Tunnelling factor on current: 1.0030 (no unit)
Surface holes / donor density: 0.24 (no unit)
Hole sheet charge / donor sheet charge: 0.51 %
Donors / band density of states: 1.1e-04 (no unit)
Reversed field at disc centre, R = 25 nm: 0.096 MV/cm
Field 1 nm from abrupt disc edge: 0.95 MV/cm
Critical radius at 330 K, dark: 128.7 nm
```
